# From Single to Double Steps on Vicinal Si(001): Elasticity and Meandering

A Si(001) surface miscut by an angle \(\theta\) toward [110] can carry single-height or double-height steps. Single steps alternate between two kinds: the edge runs parallel to the dimer rows of the upper terrace at an SA step and perpendicular to them at an SB step. The dimer direction turns by 90° at each single step, so neighbouring terraces have different surface stress. Across a double step (DB) the dimer direction is unchanged.

Let \(h\) be the single-step height and \(L=h/\tan\theta\) the mean single-terrace width. At the same miscut, double steps are \(2L\) apart. The \(x\) axis crosses the steps, \(y\) runs along them and \(z\) points into the crystal. Step energies \(\lambda\) are per unit length. The algebra uses atomic units with \(k_B=1\), so \(T\) is an energy; numbers are in eV and Å. The solid is an isotropic elastic half-space with shear modulus \(\mu\) and Poisson ratio \(\nu\).

## (a) How does the surface yield to a tangential load?

**Find the surface displacement under a force density \(f\cos kx\) along \(x\), with \(k>0\).**

Equilibrium requires \((1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\!\cdot\mathbf u)=0\). Try the decaying fields
\[
u_x=(P+Qz)e^{-kz}\cos kx,\qquad u_z=(R+Sz)e^{-kz}\sin kx .
\]
Their divergence is \([S-k(P+R)-k(Q+S)z]e^{-kz}\sin kx\), and \(\nabla^2u_x=-2kQe^{-kz}\cos kx\). In the \(x\) equation the term linear in \(z\) gives \(Q=-S\). The constant term then gives
\[
k(P+R)=(3-4\nu)S, \tag{1}
\]
and the \(z\) equation repeats this condition.

No normal force acts, so \((1-\nu)\partial_zu_z+\nu\partial_xu_x=0\) at \(z=0\), or \((1-\nu)S=k[(1-\nu)R+\nu P]\). Eliminating \(S\) with (1) gives
\[
(1-2\nu)^2P=2(1-\nu)(1-2\nu)R .
\]
Hence \(R=(1-2\nu)P/[2(1-\nu)]\) and \(S=kP/[2(1-\nu)]\). The outward normal is \(-z\), so the applied force equals \(-\sigma_{xz}\):
\[
f=-\mu(Q-kP+kR)=\mu(S+kP-kR)=\frac{\mu kP}{1-\nu}.
\]
The surface amplitude is therefore
\[
u_k=\frac{1-\nu}{\mu k}f_k. \tag{2}
\]
Long waves meet little resistance, which is why stress domains interact over long distances.

## (b) What do the stress domains gain?

**Let \(F\) be the difference in \(\sigma_{xx}\) between the two domains. Shift every SB step by \(u\) from mid-position and find the elastic energy per SA–SB pair.**

A stress jump is a line force. The forces are \(+F\) at \(x=0\) and \(-F\) at \(x=L+u\), repeated with period \(2L\). Each is spread into a Lorentzian of half-width \(a\), which multiplies its Fourier component by \(e^{-|k|a}\). With \(k_n=n\pi/L\) and \(\phi=\pi(L+u)/L\),
\[
|f_n|^2=\frac{F^2}{4L^2}\,2(1-\cos n\phi)\,e^{-2|k_n|a}.
\]
Under fixed forces the stored energy is half the work done by them, so the total change is minus one half of force times displacement. Over one period, with positive and negative \(n\) combined,
\[
E=-2L\sum_{n\ge1}|f_n|^2\frac{(1-\nu)L}{\mu n\pi}
=-2C\sum_{n\ge1}\frac{r^n(1-\cos n\phi)}n,
\]
\[
C=\frac{F^2(1-\nu)}{2\pi\mu},\qquad r=e^{-2\pi a/L}.
\]
The series are \(\sum r^n/n=-\ln(1-r)\) and \(\sum r^n\cos n\phi/n=-\tfrac12\ln(1-2r\cos\phi+r^2)\). Next use
\[
1-2r\cos\phi+r^2=(1-r)^2+4r\sin^2(\phi/2),
\]
\((1-r)^2/4r=\sinh^2(\pi a/L)\) and \(\sin(\phi/2)=\cos(\pi u/2L)\). The result is
\[
E(u,L)=-C\ln\left[1+\frac{\cos^2(\pi u/2L)}{\sinh^2(\pi a/L)}\right]. \tag{3}
\]
The gain is largest for equal terraces. It vanishes at \(|u|=L\), where SB meets SA and the opposite forces cancel.

## (c) Where do rigid steps change height?

**Compare the two uniform phases when all steps are straight.**

On a surface strip of width \(2L\) there is one SA–SB pair or one DB step. DB terraces all carry the same domain, so they have no alternating force. Define \(\Lambda=\lambda_{SA}+\lambda_{SB}-\lambda_{DB}>0\). Since \(1+1/\sinh^2s=\coth^2s\), equal energy means
\[
\Lambda=2C\ln\coth(\pi a/L_0),\qquad
L_0=\frac{\pi a}{\operatorname{artanh}(e^{-\Lambda/2C})}. \tag{4}
\]
Single steps win for \(L>L_0\), hence at small miscut. For \(L_0\gg\pi a\), \(L_0\simeq\pi a\,e^{\Lambda/2C}\). The width \(a\) is a convention: in this regime, changing it leaves \(L_0\) fixed if the step energies are redefined so that \(\Lambda+2C\ln a\) stays the same.

Take rough values in the regime of Si(001): \(F=0.07\) eV/Å\(^2\), \(\mu=0.40\) eV/Å\(^3\), \(\nu=0.25\), and \(\lambda_{SA},\lambda_{SB},\lambda_{DB}=0.007,0.017,0.019\) eV/Å. A lattice constant of 5.43 Å gives \(h=1.3575\) Å and a surface lattice constant of 3.84 Å, which is also used for \(a\). Then
\[
C=\frac{0.07^2\times0.75}{2\pi\times0.40}=0.001462\ \text{eV/Å},\qquad
\frac{\Lambda}{2C}=\frac{0.005}{0.002924}=1.710 .
\]
Equation (4) gives \(L_0=65.9\) Å (6.59 nm), or \(\theta_0=1.18^\circ\).

The exponential makes this angle fragile. Changing \(\Lambda\) by \(-0.001\) or \(+0.001\) eV/Å moves it to 1.68° or 0.83°. Changing \(C\) by \(-10\%\) or \(+10\%\) gives 0.97° or 1.38°.

## (d) How much does a free SB step gain by meandering?

**Treat SB as a chain of columns joined by kinks. Find its free-energy gain and stiffness.**

Columns have width \(w=2a=7.68\) Å, the dimer-row spacing, and move in units of \(w\). The side of an SB kink is a piece of SA step. A kink of \(n\) units thus costs \(|n|\varepsilon+\delta\), with \(\varepsilon=w\lambda_{SA}\) and a corner energy \(\delta\), here roughly 0.08 eV. With \(q=e^{-\varepsilon/T}\) and \(c=e^{-\delta/T}\), summing over both kink signs gives
\[
Z=1+2c\sum_{n\ge1}q^n=1+\frac{2cq}{1-q},\qquad
\langle n^2\rangle=\frac{2c}{Z}\,\frac{q(1+q)}{(1-q)^3}. \tag{5}
\]
The gain per length is \(g=(T/w)\ln Z\). Independent kinks give a mean-square displacement \(w\langle n^2\rangle y\) over length \(y\). A line with energy \(\tfrac12\beta\int(du/dy)^2dy\) gives \(Ty/\beta\), so \(\beta=T/(w\langle n^2\rangle)\).

At 600 K, \(T=0.0517\) eV and \(\varepsilon=0.0538\) eV. Equation (5) gives \(Z=1.233\) and \(\langle n^2\rangle=0.612\), hence
\[
g=\frac{0.0517}{7.68}\ln1.233=0.00141\ \text{eV/Å},\qquad \beta=0.0110\ \text{eV/Å}.
\]

## (e) Which way does the critical miscut move?

**Confine SB between straight SA steps, keep DB rigid, and find the sign of the shift.**

Apply (3) to each column, with \(u=nw\) and \(|u|<L\). This is a cell approximation: it is local along \(y\), and it gives neighbouring SB steps the same displacement. With \(V(u)=E(u,L)-E(0,L)\ge0\), the transfer matrix is
\[
M_{nm}=\exp\left\{-\frac{|n-m|\varepsilon+\delta(1-\delta_{nm})+\frac w2[V(nw)+V(mw)]}{T}\right\}.
\]
For a long step, the gain over a rigid one is \(G=(T/w)\ln m_0\), where \(m_0\) is the largest eigenvalue.

The central diagonal element is 1. The largest eigenvalue of a symmetric matrix is at least as large as any diagonal element. It is strictly larger here once \(L>w\), because the off-diagonal elements are positive and the straight central state is not an eigenvector. Hence \(G>0\). The physical reason is that the straight step remains among the allowed paths, and every other path adds to the partition sum.

The free-energy difference, single minus double, per pair is
\[
D(L)=\Lambda-2C\ln\coth(\pi a/L)-G(L,T). \tag{6}
\]
At fixed \(u\), (3) falls as \(L\) grows: the cosine squared does not decrease and the hyperbolic sine falls. More positions also become available. Both raise the largest eigenvalue of the matrix built with the full energy \(E\), so \(D\) decreases strictly and changes sign once. Since \(D(L_0)=-G<0\), the new critical width \(L_c\) is below \(L_0\), provided \(L_0>w\). **The critical miscut rises.** If the material energies do not depend on \(T\), then \(\partial D/\partial T\) at fixed \(L\) is minus the non-negative path entropy per length, so the angle cannot fall on heating.

If DB also gains \(G_D\), independent of \(L\), then \(D(L_0)=G_D-G(L_0)\). The rise therefore requires \(G(L_0)>G_D\). As a counterexample, give DB kinks the energy \(|n|\varepsilon\) without a corner cost. Then \(G_D=0.00498\) eV/Å at 600 K. This exceeds the free SB gain, which bounds \(G\) from above, and the critical miscut drops to 0.33°.

## (f) How large is the shift?

**Find the critical width with meandering, and an analytic estimate of the confinement cost.**

Setting \(D=0\) gives the implicit equation
\[
L_c=\frac{\pi a}{\operatorname{artanh}\{\exp[-(\Lambda-G(L_c,T))/2C]\}}. \tag{7}
\]
Because new positions open whenever \(L\) passes a multiple of \(w\), \(D\) has small downward jumps there. They are negligible when \(L_c\) spans several \(w\). At 1000 K the sign change falls on the jump at \(L=2w\), and (7) has no solution. In the logarithmic regime, \(\ln(L_c/L_0)\simeq-G(L_c,T)/2C\). Diagonalizing \(M\) and bisecting in \(L\) at 600 K gives \(G=0.00101\) eV/Å and \(L_c=46.2\) Å (4.62 nm), hence \(\theta_c=1.68^\circ\) instead of 1.18°. Indeed \((0.00500-0.00101)/0.002924=1.365\), which inserted in (7) returns this width.

Confinement removes \(0.00141-0.00101=0.00040\) eV/Å of the free gain. For small \(u\), expansion of (3) gives \(V\simeq\frac12\kappa u^2\) with
\[
\kappa=\frac{C\pi^2}{2L^2\cosh^2(\pi a/L)} .
\]
For smooth meandering the transfer matrix becomes the equation
\[
-\frac{T^2}{2\beta}\psi''+\frac{\kappa u^2}{2}\psi=E_c\psi .
\]
Insert \(\psi=e^{-\alpha u^2/2}\), for which \(\psi''=(\alpha^2u^2-\alpha)\psi\). The \(u^2\) terms require \(\alpha=\sqrt{\kappa\beta}/T\), and the constant term gives
\[
E_c=\tfrac12T\sqrt{\kappa/\beta}. \tag{8}
\]
At \(L_c\) this is 0.00044 eV/Å, about 10% above the matrix value. Solving for the crossing with \(G\simeq g-E_c\) gives 1.66°. The rms wander from the matrix eigenvector is 10 Å, well below the 46 Å distance to an SA step.

At 400, 500, 600 and 700 K the matrix gives 1.24°, 1.39°, 1.68° and 2.19°. The low-temperature values approach the rigid result as kinks freeze out.

## (g) What does the cell model leave out?

**Estimate the independence of neighbouring SB steps, the other steps' meandering, and nonlocal elasticity at 600 K.**

Distant opposite line forces have energy \(-2C\ln x\), with curvature \(+2C/x^2\); like forces have the reverse sign. If one SB moves while all other steps stay fixed, the SA steps at odd multiples of \(L\) contribute \(C\pi^2/2L^2\). The other SB steps, at even multiples, contribute \(-C\pi^2/6L^2\). The curvature is thus two thirds of the cell value for \(a\ll L\), and (8) falls by the factor \(\sqrt{2/3}=0.82\). The cell model overstates confinement here. The sign of the shift does not depend on it: with any coupling, the straight array is still one term of the partition sum.

The side of an SA kink is SB step, so its energy per unit is \(w\lambda_{SB}\). For DB take \(w(\lambda_{SA}+\lambda_{SB})\), one single step of each kind, and keep \(\delta\) the same. Equation (5) then gives free gains of 0.00025 eV/Å for SA and 0.00008 eV/Å for DB. Including both moves 1.68° to 1.77°. This is an upper estimate, because SA is confined as well: held between straight SB steps it gains only 0.00014 eV/Å, which gives 1.71°.

For a wavy SB step, write the domain stress as \((F/2)s(x,y)\,\mathrm{diag}(1,-1)\), with \(s=\pm1\). Its force components are \((iFs_{\mathbf k}/2)(k_x,-k_y)\). The part along \(\mathbf k\) meets the response (2). The transverse part produces \(u\propto e^{-kz}\) and traction \(\mu ku\), hence the response \(1/\mu k\). The energy per area is therefore \(-(F^2/8\mu)\sum|s_{\mathbf k}|^2K(\mathbf k)\), with
\[
K(k_x,k_y)=\left[k-\nu\frac{(k_x^2-k_y^2)^2}{k^3}\right]e^{-2ka}.
\]
A displacement \(u_p\) of wave number \(p\) along one step changes \(s\) by \(2u_p\) on the step line. The part of the change of \(s\) that is quadratic in the displacement couples to the straight pattern, and its energy is the same for all \(p\) at fixed mean-square displacement. The change in curvature relative to \(p=0\) is thus
\[
\Delta\kappa(p)=-\frac{F^2}{\pi\mu}\int_0^\infty[K(k_x,p)-K(k_x,0)]\,dk_x .
\]
To first order in \(\Delta\kappa\), averaging \(\frac12\Delta\kappa(p)|u_p|^2\) with the Gaussian spectrum \(T/(\beta p^2+\kappa)\), up to \(|p|=\pi/w\), gives \(-0.00021\) eV/Å by quadrature. This favours single steps and alone moves the crossing to about 1.8°. First order gives only the size of the effect: \(|\Delta\kappa|\) reaches 37% of \(\beta p^2+\kappa\), and the full Gaussian logarithm gives \(-0.00024\) eV/Å. Part of it may already be contained in \(\delta\). With the free SA and DB gains as well, the crossing is near 1.9°. This figure still uses the cell curvature \(\kappa\); the weaker confinement of independent SB steps adds roughly another 0.1°.

## (h) Is the crossing a sharp transition?

**Allow the rigid surface to divide into regions of different step density.**

With \(\rho=1/L\), the single-step energy per area relative to non-interacting DB steps is, in the logarithmic regime,
\[
e(\rho)=\frac\rho2[\Lambda+2C\ln(\pi a\rho)],\qquad
e'(\rho)=\frac\Lambda2+C\ln(\pi a\rho)+C .
\]
Its minimum lies at \(\rho_*=1/(eL_0)\), with \(e\) here the base of natural logarithms. At a larger miscut the surface can keep single steps at density \(\rho_*\) and take up the remaining slope with DB steps placed inside the terraces whose dimer rows run perpendicular to the step edges; on the other terraces a double step would be of a different type. A DB step leaves the stress domains unchanged, so if DB repulsion is negligible, \(e\) stays at its minimum instead of rising as it does for single steps alone. Minimizing with the full expression (3) gives \(L=180\) Å, or 0.43°, far below the uniform crossing at 1.18°.

The angle \(\theta_c\) therefore marks where two uniform phases have equal free energy, not a sharp equilibrium transition. Without DB repulsion the mixed state lies below the pure DB phase at every larger miscut and keeps equal areas of both domains. The repulsion, omitted here, is what can end the coexistence of single and double steps.

On real Si(001), single steps prevail at miscuts up to roughly one or two degrees and double steps at several degrees, with a gradual change between. The model's 1.7° lies in that range, but this reflects the choice of \(\Lambda\), a small difference of poorly known energies that enters exponentially. A tight-binding set of 0.01, 0.15 and 0.05 eV per surface lattice constant for SA, SB and DB gives \(\Lambda=0.029\) eV/Å and a rigid angle of only 0.0004°. Real wafers also break the assumption of equilibrium at a known temperature, because step motion freezes during cooling. In this model, an effective temperature of 500 K instead of 700 K moves the crossing from 2.19° to 1.39°. The miscut needed for a surface of double steps alone is not fixed by \(\theta_c\). It depends on the omitted DB repulsion and on whether annealing and cooling let the steps pair, and has to be taken from measurement.

All numerical values are calculated from the stated model.
